# Chemical potentials and thermodynamic transition levels of defects in dielectrics

A defect in an interlayer dielectric can trap charge and assist leakage. Which charge state is favoured depends on the Fermi level, while the cost of making the defect depends on the conditions under which the film was grown. This problem asks how far the two dependences can be separated. Energies are in eV and lengths in Å.

## (a) The formation energy

**Question.** A host cell contains $N_i^0$ atoms of species $i$. A defect cell contains $N_i=N_i^0+n_i$ atoms and has charge $q$ in units of the elementary charge. Derive the formation energy when the cell exchanges neutral atoms and electrons with reservoirs.

**Solution.** Let $\mu_i$ be the chemical potential of a neutral atom, including its $Z_i$ electrons, and $\mu_e$ that of an electron. The electron number of the cell is

$$N_e=\sum_i Z_iN_i-q .$$

Electrons that arrived with the neutral atoms are already counted in $\mu_i$. Only the remaining $N_e-\sum_iZ_iN_i=-q$ electrons came from the electron reservoir. The grand potential at zero temperature is therefore

$$\Phi=E-\sum_iN_i\mu_i-(-q)\mu_e
=E-\sum_iN_i\mu_i+q\mu_e .$$

The sign is physical: a positive cell has given $q$ electrons to the reservoir, where each has energy $\mu_e$.

The neutral host has $\Phi_{\rm host}=E_{\rm host}-\sum_iN_i^0\mu_i$. Subtracting it leaves only the added atoms $n_i$, which are negative for removed atoms. Measure the Fermi level $E_F$ from the valence-band edge $E_V$, so that $\mu_e=E_V+E_F$. Then

$$F_q=E_q+C_q-E_{\rm host}-\sum_i n_i\mu_i+q(E_V+E_F).$$

Here $C_q$ corrects a finite charged cell for spurious electrostatic interactions and aligns its potential with that of the host. It is a property of the cell, not of the atomic reservoirs.

At fixed $\mu_i$, $F_q$ is a straight line in $E_F$ with slope $q$. The total energies are evaluated at fixed composition and structure, so changing a reservoir does not change them. If growth conditions alter the host itself, for instance its composition or porosity, then $E_q$, $E_{\rm host}$ and $E_V$ belong to a new host and this assumption fails.

## (b) Two charge states of one defect

**Question.** Find the Fermi level at which charge states $q\ne q'$ with identical $n_i$ have equal formation energies. Does it depend on the atomic chemical potentials, or on the zero of the electrostatic potential?

**Solution.** Set $F_q=F_{q'}$:

$$\begin{aligned}
&E_q+C_q-E_{\rm host}-\sum_i n_i\mu_i+q(E_V+E_F)\\
&\quad=E_{q'}+C_{q'}-E_{\rm host}-\sum_i n_i\mu_i+q'(E_V+E_F).
\end{aligned}$$

The host energy and the whole atomic reservoir term occur identically on both sides and cancel. Collecting the charge terms on the right gives

$$E_q+C_q-E_{q'}-C_{q'}=(q'-q)(E_V+E_F).$$

Since $q'\ne q$, division is allowed. The crossing, called the thermodynamic transition level, is

$$\boxed{\varepsilon(q/q')=
\frac{E_q+C_q-E_{q'}-C_{q'}}{q'-q}-E_V.}$$

No $\mu_i$ remains. Changing the charge exchanges electrons, but no atoms, with the reservoirs. If $q=q'$, the lines are parallel and there is no unique crossing.

The height of the crossing is not fixed. At constant $E_F=\varepsilon$, changes $\Delta\mu_i$ give

$$\Delta F_q=\Delta F_{q'}=-\sum_i n_i\Delta\mu_i .$$

Both lines move vertically by the same amount.

Now raise the potential energy of every electron by $\delta$, with the nuclei shifted oppositely in proportion to their charge. Neutral energies are unchanged. A cell of charge $q$ lacks $q$ electrons, so $E_q$ changes by $-q\delta$, while $E_V$ changes by $+\delta$. Hence

$$\Delta\varepsilon=\frac{-q\delta+q'\delta}{q'-q}-\delta=0 .$$

The level is independent of the potential zero if defect and host share the same zero. Otherwise, the mismatch must be removed through $C_q$.

At finite temperature the energies are replaced by free energies. The reservoir terms cancel in the same way at fixed temperature, but $\varepsilon$ may itself vary with temperature.

## (c) Different atom contents

**Question.** Let the two states have atom contents $n_i$ and $n_i'$. When is their crossing independent of the chemical potentials? Consider both freely varying $\mu_i$ and equilibrium with the host.

**Solution.** Write the lines as $F=a+qE_F$ and $F'=a'+q'E_F$, where

$$a=E_q+C_q-E_{\rm host}-\sum_i n_i\mu_i+qE_V,$$

and $a'$ has the primed quantities. Equating them gives $a-a'=(q'-q)E_F^*$, so

$$E_F^*=\frac{a-a'}{q'-q},\qquad
\frac{\partial E_F^*}{\partial\mu_i}
=-\frac{n_i-n_i'}{q'-q}.$$

If every $\mu_i$ can vary freely, all derivatives vanish if and only if $n_i=n_i'$ for every species. Identical stoichiometry is then both sufficient and necessary.

Equilibrium with the host removes one freedom. If its formula unit contains $s_i$ atoms of species $i$, then

$$\sum_i s_i\mu_i=\mu_{\rm host},\qquad \sum_i s_i\,d\mu_i=0 .$$

With $\Delta n_i=n_i-n_i'$, the crossing changes by

$$dE_F^*=-\frac{1}{q'-q}\sum_i\Delta n_i\,d\mu_i .$$

If $\Delta n_i=\lambda s_i$, the sum is $\lambda\sum_i s_i\,d\mu_i=0$. The defects differ by host formula units, whose energy is fixed.

For the converse, suppose $\Delta n$ is not proportional to $s$. Choose a small change along

$$d\mu_i\propto\Delta n_i-s_i\frac{\sum_j s_j\Delta n_j}{\sum_j s_j^2}.$$

Multiplying by $s_i$ and summing gives zero, so this change respects host equilibrium. Multiplying by $\Delta n_i$ gives

$$\sum_i\Delta n_i^2-
\frac{(\sum_i s_i\Delta n_i)^2}{\sum_i s_i^2}>0$$

by the Cauchy–Schwarz inequality. The crossing therefore moves. Thus, if host equilibrium is the only constraint, independence holds exactly when $\Delta n$ is proportional to $s$. Further equilibria can remove more freedom.

Hydrogen in a dielectric film illustrates the distinction. Suppose a neutral defect contains one added H atom and its positive competitor has lost it. With $q=0$, $n_{\rm H}=1$, $q'=1$ and $n_{\rm H}'=0$, the derivative is $-(1-0)/(1-0)=-1$. This crossing describes ionization together with hydrogen release, and it moves with $\mu_{\rm H}$.

## (d) A vacancy in a model insulator

**Question.** Consider a ring of six alternating sites A and B, each neutral atom supplying one electron. Its energy is the ground-state energy of

$$\begin{aligned}
H={}&\sum_{j\sigma}e_jn_{j\sigma}
-\sum_{\langle jl\rangle\sigma}t_{jl}(c^\dagger_{j\sigma}c_{l\sigma}+{\rm h.c.})\\
&+U\sum_jn_{j\uparrow}n_{j\downarrow}-bN_{\rm AB}+\tfrac12Kx^2 .
\end{aligned}$$

The parameters are $e_A=3$, $e_B=-3$, $t=1$, $U=2$ and $b=1.5$ eV. $N_{\rm AB}$ counts nearest-neighbour A–B bonds. Removing one B atom leaves four bonds. Its two A neighbours then couple with hopping 1 eV, and their site energies become $e_A-gx$, with $g=1$ eV/Å and $K=4$ eV/Å². The host has $x=0$. Find the vacancy levels and the effect of changing $\mu_B$ from $-5.5$ to $-7.5$ eV in equilibrium with the host.

**Solution.** Exact diagonalization of this small Hamiltonian, with $x$ minimized for each vacancy charge, gives the energies below. They describe this finite model, not a particular material or an infinite chain. The model has no long-range Coulomb interaction, so $C_q=0$.

| State | Energy (eV) | $x$ (Å) |
|---|---:|---:|
| B vacancy, $q=+1$ | −15.7434 | 0.0468 |
| B vacancy, $q=0$ | −13.6359 | 0.2702 |
| B vacancy, $q=-1$ | −11.0798 | 0.4876 |

The host energy is $-23.5386$ eV. The valence edge, the host energy with six electrons minus that with five, is $E_V=-1.3422$ eV. The corresponding addition energy for a seventh electron gives a gap of 4.684 eV.

For $q=1$ and $q'=0$, the denominator is $-1$, which reverses the energy difference:

$$\begin{aligned}
\varepsilon(+/0)&=E_0-E_+-E_V\\
&=-13.6359+15.7434+1.3422=3.4497\ {\rm eV}.
\end{aligned}$$

For the next electron,

$$\begin{aligned}
\varepsilon(0/-)&=E_--E_0-E_V\\
&=-11.0798+13.6359+1.3422=3.8983\ {\rm eV}.
\end{aligned}$$

Both levels lie in the gap. Among the three charge states in the table, the positive one has the lowest formation energy below 3.45 eV, the neutral one between 3.45 and 3.90 eV, and the negative one above 3.90 eV. The positive and negative lines cross at the mean, 3.674 eV, but the neutral state is lower there. Of the charges not tabulated, $q=+2$ becomes lowest only below about 0.03 eV, just above the valence edge, and $q=-2$ only above 5.02 eV, outside the gap.

These numbers depend on the ring size. With eight sites, $E_V=-1.117$ eV, the gap is 4.23 eV and the two levels are 3.29 and 3.74 eV; with ten sites, $E_V=-1.205$ eV, the gap is 4.41 eV and the levels are 3.36 and 3.80 eV. The four decimals used here belong to the six-site ring only. Both levels stay in the gap at these sizes, and the cancellation of $\mu_i$ does not depend on size.

One B atom has been removed, so $n_B=-1$ and $-n_B\mu_B=+\mu_B$. The neutral formation energies are

$$\begin{aligned}
\mu_B=-5.5:\quad F_0&=-13.6359+23.5386-5.5=4.4027\ {\rm eV},\\
\mu_B=-7.5:\quad F_0&=-13.6359+23.5386-7.5=2.4027\ {\rm eV}.
\end{aligned}$$

These are also the crossing heights, since a neutral line is horizontal. Root finding on the complete formation energies places the $(+/0)$ crossing at 3.4497 eV in both conditions. At a given Fermi level, lowering $\mu_B$ by 2 eV makes the vacancy 2 eV cheaper without moving its transition level.

## (e) Thermodynamic and vertical levels

**Question.** If an electron leaves the neutral vacancy before the atoms can move, which level results? Explain its distance from $\varepsilon(+/0)$.

**Solution.** Let $x_0$ and $x_+$ be the relaxed coordinates of the neutral and positive states. The vertical level uses the positive energy at $x_0$:

$$\varepsilon_{\rm vert}=E_0(x_0)-E_+(x_0)-E_V .$$

Subtract this from the thermodynamic level:

$$\begin{aligned}
\varepsilon(+/0)-\varepsilon_{\rm vert}
&=[E_0(x_0)-E_+(x_+)]-[E_0(x_0)-E_+(x_0)]\\
&=E_+(x_0)-E_+(x_+)\ge0 .
\end{aligned}$$

The difference is the relaxation energy of the positive state. Here it is 0.098 eV, and $3.352+0.098=3.450$ eV. The vertical level is also independent of $\mu_i$, because no atoms are exchanged, but it does not mark equal relaxed formation energies.

The coordinates show where the charge resides. At a minimum, the Hellmann–Feynman theorem gives

$$0=\frac{dE}{dx}=-g\langle n_1+n_2\rangle+Kx,
\qquad \langle n_1+n_2\rangle=\frac{Kx}{g},$$

where sites 1 and 2 are the two A neighbours. The occupations are about 0.19, 1.08 and 1.95 for charges $+1$, 0 and $-1$. The added electrons therefore go mainly to these neighbours and increase the relaxation.

If the electrons kept the distribution of the relaxed positive state at every $x$, the relaxation energy would be

$$\tfrac12K(x_0-x_+)^2=\tfrac12(4)(0.2702-0.0468)^2\approx0.100\ {\rm eV}.$$

The computed value is slightly smaller because the electrons respond to $x$. For each fixed electronic state, the expectation value of the electronic Hamiltonian is linear in $x$. The ground-state energy is the minimum over such lines and is therefore concave, which reduces the curvature of the total energy below $K$.

## (f) Crossings between different defects

**Question.** Compare two further crossings: the positive B vacancy with the negative A vacancy, and the neutral B vacancy with a positive vacancy of three consecutive atoms B–A–B. The additional defects are unrelaxed and have no hopping across the missing atoms; their energies are $-19.7252$ and $-7.8807$ eV. Which crossings depend on $\mu_B$?

**Solution.** Host equilibrium fixes

$$\mu_A+\mu_B=\mu_{AB}=-23.5386/3=-7.8462\ {\rm eV}.$$

For the first pair, the formation energies without the common $-E_{\rm host}$ are

$$E_++\mu_B+E_V+E_F
\quad\text{and}\quad
E_{A-}+\mu_A-E_V-E_F .$$

Equating them and solving for $E_F$ gives

$$E_F^*=\tfrac12\left(E_{A-}-E_++\mu_A-\mu_B\right)-E_V .$$

With $\mu_A=\mu_{AB}-\mu_B$, the difference $\mu_A-\mu_B$ equals $\mu_{AB}-2\mu_B$, so the slope with $\mu_B$ is $-1$. At $\mu_B=-5.5$ eV, $\mu_A=-2.3462$ eV and

$$E_F^*=\tfrac12(-19.7252+15.7434-2.3462+5.5)+1.3422
\approx0.928\ {\rm eV}.$$

At $\mu_B=-7.5$ eV it is 2.928 eV. This crossing compares different defects and is not a charge-transition level of either one.

The trivacancy has $n_A=-1$ and $n_B=-2$. Equating its formation energy with that of the neutral B vacancy gives

$$E_0+\mu_B=E_{T+}+\mu_A+2\mu_B+E_V+E_F^*,$$

and therefore

$$E_F^*=E_0-E_{T+}-(\mu_A+\mu_B)-E_V .$$

The two defects differ by one AB unit, so only the fixed sum $\mu_{AB}$ enters:

$$E_F^*=-13.6359+7.8807+7.8462+1.3422\approx3.433\ {\rm eV}.$$

The crossing is the same at both values of $\mu_B$. If host equilibrium is abandoned and $\mu_A$ varies alone, its slope is $-1$. Identical stoichiometry is therefore sufficient but, under host equilibrium, not necessary.

## (g) Populations and the equilibrium Fermi level

**Question.** At 1000 K, where are the positive and neutral B vacancies equally populated? Does a fixed transition level imply a fixed equilibrium Fermi level?

**Solution.** In the dilute limit the fraction of B sites occupied by a vacancy of charge $q$ is $c_q=g_qe^{-F_q/kT}$, where $g_q$ is its electronic degeneracy. Vibrational free energies are omitted. From $a-a'=(q'-q)\varepsilon$,

$$F_q-F_{q'}=(a-a')+(q-q')E_F=(q-q')(E_F-\varepsilon),$$

so

$$\frac{c_q}{c_{q'}}=\frac{g_q}{g_{q'}}
\exp\left[-\frac{(q-q')(E_F-\varepsilon)}{kT}\right].$$

The positive state is a singlet, $g_+=1$, and the neutral state is a spin doublet, $g_0=2$. Setting their ratio to one gives

$$E_F=\varepsilon(+/0)+kT\ln\tfrac12
=3.4497-0.0862\times0.6931\approx3.390\ {\rm eV}.$$

Spin degeneracy favours the neutral state, so equal population occurs slightly below equal formation energy. This point is also independent of $\mu_B$.

The equilibrium Fermi level follows instead from charge neutrality. Per B site, take $10^{-6}$ fixed negative acceptors and one effective state at each band edge, and include the B vacancies and the negative A vacancy:

$$c_+-c_--c_{A-}+e^{-E_F/kT}-e^{-(E_g-E_F)/kT}-10^{-6}=0 .$$

Here $E_g$ is the gap. For this restricted set of defects, the solutions are 1.190 eV at $\mu_B=-5.5$ eV and 2.238 eV at $\mu_B=-7.5$ eV.

In the first condition, $F_+=0.953+1.190=2.143$ eV, so $c_+\approx1.6\times10^{-11}$. The acceptors are balanced almost entirely by holes. In the second, $F_+=-1.047+2.238=1.191$ eV, so $c_+\approx10^{-6}$, and positive vacancies balance the acceptors. The negative formation energy at $E_F=0$ does not signal an unstable host here, because the equilibrium Fermi level is higher.

The choice of defects matters. The positive trivacancy of part (f) is left out of the sum, yet at any given Fermi level its formation energy exceeds that of the positive B vacancy by only $E_{T+}-E_++\mu_{AB}\approx0.016$ eV. In the second condition it would share the compensation almost equally and raise the Fermi level by about $kT\ln(1+e^{-0.016/0.0862})\approx0.05$ eV. The trivacancy is not the only such omission. Removing B–A–B–A–B with $q=+1$ leaves one empty A site of zero energy, whose formation energy exceeds that of the positive B vacancy by $0-E_++2\mu_{AB}\approx0.051$ eV; including it as well raises the Fermi level by about 0.075 eV in total. In the first condition all of these positive defects are too rare to matter.

Both Fermi levels lie below 3.390 eV, so among the three charge states considered the B vacancy remains mainly positive. Growth conditions have changed its concentration and the Fermi level, but not its transition level. The full set of values is in the numerical output.

## Table of computed values

```
Site energies A, B: 3.0, -3.0 eV
Host hopping, hopping across vacancy: 1.0, 1.0 eV
On-site repulsion, bond energy: 2.0, 1.5 eV
Relaxation coupling: 1.0 eV/angstrom
Relaxation stiffness: 4.0 eV/angstrom^2
Temperature, kT: 1000 K, 0.08617 eV
Fixed acceptors per B site: 1.0e-06
Host total energy: -23.53858 eV
Host energy per AB unit: -7.84619 eV
Valence edge, conduction edge: -1.34221, 3.34221 eV
Host gap: 4.68443 eV
B vacancy q=+1: energy -15.74341 eV, x 0.0468 angstrom
  electronic thermal sum: 1.000000
B vacancy q=+0: energy -13.63592 eV, x 0.2702 angstrom
  electronic thermal sum: 2.000000
B vacancy q=-1: energy -11.07980 eV, x 0.4876 angstrom
  electronic thermal sum: 1.000007
A vacancy q=-1 energy: -19.72520 eV
B-A-B trivacancy q=+1 energy: -7.88074 eV
Level (+/0) above valence edge: 3.44970 eV
Level (0/-) above valence edge: 3.89834 eV
Level (+/-) above valence edge: 3.67402 eV
Vertical 0 to + level: 3.35191 eV
Relaxation energy of + state: 0.09779 eV
Condition 1: mu_B -5.50 eV, mu_A -2.34619 eV
  B vacancy + formation at E_F=0: 0.95296 eV
  B vacancy 0 formation: 4.40266 eV
  numerical (+/0) crossing: 3.44970 eV
  formation energy at that crossing: 4.40266 eV
  B vacancy + / A vacancy - crossing: 0.92822 eV
  B vacancy 0 / trivacancy + crossing: 3.43322 eV
  equal-population Fermi level: 3.38997 eV
  equilibrium Fermi level: 1.18994 eV
Condition 2: mu_B -7.50 eV, mu_A -0.34619 eV
  B vacancy + formation at E_F=0: -1.04704 eV
  B vacancy 0 formation: 2.40266 eV
  numerical (+/0) crossing: 3.44970 eV
  formation energy at that crossing: 2.40266 eV
  B vacancy + / A vacancy - crossing: 2.92822 eV
  B vacancy 0 / trivacancy + crossing: 3.43322 eV
  equal-population Fermi level: 3.38997 eV
  equilibrium Fermi level: 2.23757 eV
Mixed-vacancy crossing slope with mu_B: -1.00000 (no unit)
Trivacancy crossing slope with free mu_A: -1.00000 (no unit)
```
